# Why a pinned surface nanobubble has a stable contact angle

A nitrogen bubble 300 nm wide and 16 nm high, sitting on a silicon wafer under water at 101 kPa, has an inner pressure of 304 kPa. If nearly degassed water replaces the water around it, the model derived here lets it vanish within some tens of microseconds. In water that was saturated with nitrogen at three atmospheres and then released to one, the same bubble neither grows nor shrinks, and after a small disturbance it returns to its shape. The balance follows from surface tension and gas solubility. On such a wafer both the balance at this width and the return depend on the edge of the bubble being unable to move.

Let the footprint be a circle of fixed radius $a$ and diameter $L=2a$, and let $\theta$ be the contact angle measured through the gas. The wall is flat and impermeable, the gas ideal, the temperature $T$ and surface tension $\sigma$ constant. Vapour and the weight of the water are left out at first. With a uniform pressure on each side, the interface has constant curvature and is a spherical cap of radius $R=a/\sin\theta$ and height
$$h=R(1-\cos\theta)=a\tan\frac{\theta}{2}.$$
At a distance $s$ below the apex the cap has squared radius $2Rs-s^2$. Setting $s=h$ gives $2Rh=a^2+h^2$, so the volume is
$$V=\pi\int_0^h(2Rs-s^2)\,ds=\pi Rh^2-\frac{\pi h^3}{3}=\frac{\pi h(3a^2+h^2)}{6}.$$

The Laplace pressure $2\sigma/R$ adds to the ambient pressure $P_0$:
$$P=P_0+\frac{2\sigma\sin\theta}{a}.$$
Let $c_s$ be the concentration of dissolved gas in equilibrium with gas at $P_0$. By Henry's law the liquid touching the bubble has concentration $c_R=c_sP/P_0$. With the length $L_c=4\sigma/P_0$ this becomes
$$c_R=c_s\left(1+\frac{L_c}{L}\sin\theta\right).$$
Far away the liquid is held at $c_\infty=(1+\zeta)c_s$, which defines the oversaturation $\zeta$. No gas flows when $c_R=c_\infty$, that is, when
$$\boxed{\sin\theta_e=\frac{\zeta L}{L_c}}$$
This is the Lohse–Zhang angle. The condition also says that the Laplace pressure equals $\zeta P_0$, so the radius of curvature $2\sigma/(\zeta P_0)$ does not depend on the footprint.

For $0<\zeta L/L_c<1$ the sine has two roots, a flat one $\theta_e<90^\circ$ and a steep one $180^\circ-\theta_e$. The claim that pinning stabilises the equilibrium therefore has to say which root is meant.

For the example take rough values for nitrogen in water at 298 K: $\sigma=72$ mN/m, $c_s=0.65$ mol/m³ and diffusivity $D=2.0\times10^{-9}$ m²/s. Then $L_c=4(0.072)/101325$ m $=2842$ nm. With $\zeta=2$ and $L=300$ nm,
$$\sin\theta_e=\frac{2\times300}{2842}=0.211,\qquad \theta_e=12.2^\circ.$$
The other root is $167.8^\circ$. The flat cap has $R=711$ nm and a Laplace pressure of 203 kPa, twice the ambient pressure, as $\zeta=2$ requires.

To find which way a disturbed bubble moves, we need the gas flow. Suppose first that the concentration field adjusts quickly compared with the shape, so that it satisfies Laplace's equation. Write it as $c=c_\infty-(c_\infty-c_R)\varphi$, where $\varphi$ is harmonic, equals 1 on the cap, vanishes at infinity and has no normal derivative at the wall. Reflection in the wall turns the cap into a closed lens and extends $\varphi$ evenly to the space around it. Far away $\varphi\to C/r$, where $C$ is the capacity of the lens, a length. The outward flux of $-\nabla\varphi$ through a large sphere is $4\pi C$. Half of it belongs to the real liquid, so the amount of gas $n$ in the bubble obeys
$$\frac{dn}{dt}=2\pi DC(c_\infty-c_R)=\pi aDf(\theta)(c_\infty-c_R),\qquad f=\frac{2C}{a}.$$

The factor $f$ is positive, because $\varphi$ has its maximum on the lens and falls away from it. For $\theta\le90^\circ$ it is at most 2. Indeed, points of the cap at height $z$ above the wall satisfy $r^2+(z+R\cos\theta)^2=R^2$, where $r$ is here the distance from the axis. Hence $r^2+z^2=a^2-2zR\cos\theta\le a^2$, and the lens fits inside a sphere of radius $a$. By the maximum principle the potential of the enclosing sphere is nowhere smaller outside it, so $C\le a$. For the example $C$ was computed by covering the cap with 100 ring-shaped bands of sources, adding their mirror images, and choosing the strengths to make $\varphi=1$ at the middle of each band. This gives $f=1.320$; going from 50 to 100 bands changes it by less than $10^{-5}$.

The gas flow changes $n$, while the equilibrium is stated in terms of $\theta$. The two must be linked without assuming a constant gas density, since the pressure changes with the angle. With $R_g$ the gas constant,
$$n=\frac{PV}{R_gT}=\frac{1}{R_gT}\left(P_0V+\frac{2\sigma}{a}V\sin\theta\right).$$
Beyond $90^\circ$ the pressure falls as the bubble steepens, so it is not obvious that $n$ still rises. Put $w=\tan^2(\theta/2)=h^2/a^2$. Since $\sin\theta=2\sqrt w/(1+w)$ and $V=\pi a^3\sqrt w(3+w)/6$,
$$V\sin\theta=\frac{\pi a^3}{3}\,\frac{w(3+w)}{1+w}.$$
The derivative of the last fraction is
$$\frac{(3+2w)(1+w)-(3w+w^2)}{(1+w)^2}=\frac{3+2w+w^2}{(1+w)^2}>0.$$
Both $V$ and $V\sin\theta$ increase with $\theta$, and so does $n$, over the whole range from 0 to $180^\circ$.

The slope itself sets the speed of relaxation. From $dV/dh=\pi(a^2+h^2)/2$, $dh/d\theta=(a^2+h^2)/(2a)$ and $a^2+h^2=2a^2/(1+\cos\theta)$ we get $dV/d\theta=\pi a^3/(1+\cos\theta)^2$. The product rule then gives
$$\frac{dn}{d\theta}=\frac{1}{R_gT}\left[\frac{\pi a^3P}{(1+\cos\theta)^2}+\frac{2\sigma V\cos\theta}{a}\right].$$

Inserting the two concentrations into the gas flow and dividing by this slope yields
$$\frac{d\theta}{dt}=\frac{\pi aDc_sf(\theta)}{dn/d\theta}\left[\zeta-\frac{L_c}{L}\sin\theta\right].$$
The prefactor is positive, so the bracket decides the direction. Below $\theta_e$ it is positive and the angle grows. Between the two roots it is negative and the angle falls. Above the steep root it is positive again and the bubble grows without limit. A solution of this first-order equation cannot cross a root. Below the steep root it always moves towards $\theta_e$, and it can settle only where the bracket vanishes. Every start with $0<\theta<180^\circ-\theta_e$ therefore leads to $\theta_e$. This proves stability against finite disturbances, within quasi-steady diffusion and with a contact line that holds.

The mechanism can be read from the bracket. Extra gas cannot widen the footprint, so it makes a flat cap steeper. A steeper cap has a smaller radius of curvature, a higher pressure and a higher concentration at its surface, and the excess gas flows out. Beyond a hemisphere extra gas increases the radius of curvature instead, and the feedback changes sign.

For a small deviation $\delta=\theta-\theta_e$ the bracket is $-(L_c/L)\cos\theta_e\,\delta$, so $\delta$ decays as $e^{-t/\tau}$ with
$$\frac1\tau=\frac{\pi aDc_sf\,(L_c/L)\cos\theta_e}{dn/d\theta}.$$
The example bubble has volume $5.68\times10^5$ nm³ and holds $6.97\times10^{-20}$ mol, about 42,000 molecules. Its slope is $dn/d\theta=5.48\times10^{-19}$ mol/rad. The product $\pi aDc_sf$ is $8.09\times10^{-16}$ mol/s and $(L_c/L)\cos\theta_e$ is 9.26, so
$$\tau=\frac{5.48\times10^{-19}}{8.09\times10^{-16}\times9.26}\ \text{s}\approx73\ \mu\text{s}.$$

Had the gas density been held at its equilibrium value, the second term of $dn/d\theta$ would be missing and the result would be 44 µs. The flat limit explains the ratio. There $V\approx\pi a^3\theta/4$, the first term is proportional to $P=(1+\zeta)P_0$, and the second to $2\sigma\theta_e/a\approx\zeta P_0$ with the same factor $\pi a^3/4$. Fixed density thus shortens the time by $(1+\zeta)/(1+2\zeta)$, which is $3/5$ for $\zeta=2$. It leaves the equilibrium and its stability unchanged.

The limits of existence follow from the same bracket. If $\zeta\le0$ it is negative at every angle, and the bubble dissolves (at $\zeta=0$ exactly, the last stage is an exponential decay of the angle rather than an end at a finite time). If $\zeta L>L_c$ it is positive at every angle, and the bubble grows. For $\zeta=2$ the largest footprint with an equilibrium is $L_c/\zeta=1421$ nm. As that width is approached from below, the two roots meet at $90^\circ$, $\cos\theta_e$ goes to zero and the relaxation time diverges. At the meeting point the bubble returns from flatter shapes but runs away from steeper ones.

Thermodynamics gives the same result without any diffusion law, and shows what pinning does. The far liquid acts as a reservoir in equilibrium with gas at pressure $P_\infty=(1+\zeta)P_0$. The cap area is $A=2\pi Rh=\pi(a^2+h^2)$. Up to a constant, the free energy of bubble and reservoir is
$$\Phi=\sigma A+P_0V+nR_gT\left[\ln\frac{nR_gT}{P_\infty V}-1\right].$$
The last term combines the free energy of an ideal gas with the cost of taking $n$ moles from the reservoir. Its derivative with respect to $n$ is $R_gT\ln(P/P_\infty)$, where $P=nR_gT/V$, and its second derivative $R_gT/n$ is positive. The minimum over $n$ thus lies at $nR_gT=P_\infty V$. The logarithm vanishes there and the gas term becomes $-P_\infty V$, leaving
$$\Phi(h)=\pi\sigma h^2-\zeta P_0V(h)+\text{constant}.$$
Its first derivative is
$$\Phi'(h)=2\pi\sigma h-\frac{\pi\zeta P_0}{2}(a^2+h^2).$$
It vanishes when $2ah/(a^2+h^2)=\zeta P_0a/(2\sigma)$. The left side is $\sin\theta$ and the right side is $\zeta L/L_c$. At such a point $\zeta P_0=4\sigma h/(a^2+h^2)$, so
$$\Phi''=2\pi\sigma-\pi\zeta P_0h=2\pi\sigma\,\frac{a^2-h^2}{a^2+h^2}=2\pi\sigma\cos\theta.$$
The flat root is a minimum and the steep root a maximum.

In the example $\Phi''=0.442$ N/m at the minimum. For a cap that stays spherical, equipartition, $\Phi''\langle\delta h^2\rangle=k_BT$, gives a thermal spread of about 0.1 nm in a height of 16 nm; ripples of the interface add to the motion of the apex. The energy difference between the two roots is about $3\times10^7\,k_BT$, so thermal motion does not carry the pinned bubble over the barrier.

Now let the footprint radius $b$ vary. Replacing wetted wall by dry wall costs $-\sigma\cos\theta_Y$ per unit area, where $\theta_Y$ is Young's angle on the gas side. Adding this to the cap energy gives
$$\Phi(b,h)=\pi\sigma\left[h^2+(1-\cos\theta_Y)b^2\right]-\zeta P_0V(b,h).$$
Since $V=\pi h(3b^2+h^2)/6$, we have $\partial V/\partial b=\pi hb$. At the pinned equilibrium $\zeta P_0h=2\sigma h/R=2\sigma(1-\cos\theta_e)$, so
$$\frac{\partial\Phi}{\partial b}=2\pi\sigma b(1-\cos\theta_Y)-\pi b\,\zeta P_0h=2\pi b\,\sigma(\cos\theta_e-\cos\theta_Y).$$
Dividing by the perimeter gives the force per length that pinning must supply, $\sigma(\cos\theta_e-\cos\theta_Y)$. It vanishes if $\theta_Y=\theta_e$, and then the free bubble is also in equilibrium. But scale both lengths by a factor $s$, which keeps the angle fixed. The energy becomes $\mathcal A s^2-\mathcal B s^3$ with $\mathcal A>0$. Equilibrium at $s=1$ requires $3\mathcal B=2\mathcal A$, and the second derivative there is
$$2\mathcal A-6\mathcal B=-2\mathcal A<0.$$
The point that was a minimum at fixed footprint is a saddle when the footprint is free. A slightly larger free bubble has a lower pressure, takes up gas and grows; a slightly smaller one dissolves. Pinning removes this direction of motion.

Quasi-steady diffusion remains to be justified. The diffusion time $a^2/D$ is 11 µs, about 15% of $\tau$, so the concentration field does lag behind the bubble. Stability survives this. Let $u=c-c_\infty$ and let $\delta n$ be the excess gas, both small. At equilibrium $u=0$ everywhere, so stirring by the moving interface is of second order. On the cap $u=K\,\delta n$, with $K=dc_R/dn$ taken at equilibrium. With the normal $\nu$ pointing into the liquid,
$$\frac{\partial u}{\partial t}=D\nabla^2u,\qquad \frac{d\,\delta n}{dt}=D\oint_{\rm cap}\frac{\partial u}{\partial\nu}\,dA.$$
Multiply the first equation by $u$ and integrate by parts over the liquid. The wall contributes nothing and the cap contributes $-K\,\delta n\,d(\delta n)/dt$. Moving this term to the left gives
$$\frac{d}{dt}\left[\frac12\int u^2\,dV+\frac K2\,\delta n^2\right]=-D\int|\nabla u|^2\,dV\le0.$$
For the pinned flat cap $c_R$ and $n$ both rise with $\theta$, so $K>0$. The bracket is then a positive measure of the disturbance that cannot grow, and it bounds $\delta n$ at all times.

The disturbance cannot persist either. Among fields with a given value on the cap, the harmonic one has the smallest gradient integral, so $\int|\nabla u|^2dV\ge2\pi C(K\,\delta n)^2$. Since the total loss cannot exceed the initial value of the bracket, the time integral of $\delta n^2$ is finite. The late decay need not be exponential, and 73 µs is a quasi-steady estimate. In the hemisphere model introduced below, excess gas added to the bubble in undisturbed water falls to $1/e$ in about 61 µs and at late times decays as $t^{-3/2}$.

For a free footprint at fixed angle, $K$ is negative. The surface concentration varies as $dc_R/da=-\zeta c_s/a$. With $V\propto a^3$ and Laplace pressure proportional to $1/a$, $dn/da=(3+2\zeta)P_0V/(R_gTa)$. Therefore
$$K=-\frac{\zeta c_sR_gT}{(3+2\zeta)P_0V}.$$
To estimate the growth with the lag included, replace the cap by a hemisphere of the same capacity, with radius $\ell=af/2=99$ nm. A field growing as $e^{qt}$ has the radial form $e^{-r\sqrt{q/D}}/r$, whose slope at the surface is $-(1/\ell+\sqrt{q/D})u$. The gas balance over the area $2\pi\ell^2$ gives
$$q=2\pi\ell D|K|\left(1+\ell\sqrt{q/D}\right).$$
This is a quadratic equation for $\sqrt q$ with one positive root. Here $\ell^3|K|=0.0078$, and the growth time $1/q$ is 81 µs, against 100 µs without the lag. On a wall with $\theta_Y=\theta_e$, a disturbance of the free bubble thus grows on the same time scale on which it decays for the pinned one. On a wall with a very different $\theta_Y$ the loss can be much faster: at $\theta_Y=105^\circ$ the same gas gathers into a cap about 39 nm wide at about 7 MPa, and the quasi-steady estimate for its dissolution is about 6 µs.

The example resembles the rinse of a hydrogen-terminated wafer, with an oversaturation that belongs to water saturated under pressure; degassed rinse water has $\zeta<0$. Its most demanding assumption is the pinning. With a rough water-side wetting angle of $75^\circ$, $\theta_Y=105^\circ$ and the required force is $72(0.977+0.259)=89$ mN/m, larger than the surface tension itself. The water-side angle of the pinned bubble is $168^\circ$. The line is pulled inward, so by the force formula a flat chemical patch under the bubble could hold it only if the patch had a water-side wetting angle of at least $168^\circ$. Smooth surfaces reach only about $120^\circ$, so a sharp edge or similar relief would have to hold the line; the model does not show that a given wafer provides one. If the line slips inward and catches at a smaller width, the angle adjusts to that width; if it slips freely, the stable equilibrium is lost.

Three other neglected effects, at the sizes assumed here, change the angle in the example by about three degrees or less. The sine of the angle is proportional to $1/\sigma$, and a contaminated interface with 20% lower tension has $\theta_e=15.3^\circ$; a surfactant that brings the tension down to 35 mN/m raises it to about $26^\circ$. Water vapour at about 3.2 kPa carries part of the inner pressure, so the Laplace pressure becomes $\zeta P_0+3.2$ kPa at fixed dissolved gas and the angle rises by $0.2^\circ$. A depth of 0.3 m lowers it by almost the same amount, because the outer pressure rises while the dissolved gas does not.

Apart from the small vapour correction, the bubble lasts only as long as the water around it stays oversaturated. For $\zeta=-0.9$, integrating $dt=d\theta/(d\theta/dt)$ from $\theta_e$ down to zero gives 45 µs, the source of the estimate at the start. This uses quasi-steady diffusion, so only its order of magnitude counts, and it supposes that the degassed water arrives at once. Diffusion across a 20 µm liquid layer takes about $(20\ \mu\text{m})^2/D=0.2$ s, and across a 1 mm film about 500 s. When the oversaturation falls this slowly, the bubble follows $\sin\theta_e=\zeta L/L_c$, flattening as the gas leaves the water, and its life is set by the liquid around it.
